\section*{Total bound charge of a rough interface between two polarized crystals, part 2}

The problem is whether roughness changes the total bound charge $Q$ of an interface between two polarized crystals. Crystal 1 lies below crystal 2, and the unit normal $\mathbf n$ points from 1 into 2. The zero-field polarizations $\mathbf P_1$ and $\mathbf P_2$ are uniform and measured from the same reference. Mobile electrons and charges on the outer faces are not counted in $Q$. The bound charge density is $\rho=-\nabla\cdot\mathbf P$. The surface law gives the charge per true area,
\begin{equation}
\sigma=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n .
\label{eq:sigma}
\end{equation}
The total is
\begin{equation}
Q=(\mathbf P_1-\mathbf P_2)\cdot\mathbf S,
\qquad
\mathbf S=\int\mathbf n\,dA .
\label{eq:vector}
\end{equation}
The vector area $\mathbf S$ depends only on the rim. The average normal is $\mathbf N=\mathbf S/|\mathbf S|$, and the projected area along it is $|\mathbf S|$. For polarizations $p_1$ and $p_2$ along $\mathbf N$, the theorem states
\begin{equation}
Q_{\rm flat}=(p_1-p_2)|\mathbf S|=Q_{\rm rough} .
\label{eq:theorem}
\end{equation}

Write $\sigma_0=p_1-p_2$ for the flat density. For an interface $z=h(x,y)$ with polarizations along the vertical direction $z$, the charge per projected (horizontal) area is $\sigma_0$ at every point. If $h$ depends on $x$ alone, with slope $h'$, the charge per true area is $\sigma_0/\sqrt{1+h'^2}$.

The example uses an interface that repeats horizontally. Its square cell has side $L$ and horizontal area $A=L^2$, and $\mathbf S$ is $L^2$ along $z$, however rough the cell may be.

Polarizations and charge densities are given in $\mu\mathrm{C/cm^2}$, lengths in nm, and total charges in elementary charges $e$. The electric field is $\mathbf E$, and $\varepsilon_0$ is the vacuum permittivity. In the Fermi energy, $n$ is the number of electrons per area and $m^*$ their effective mass.

\subsection{A gentle ridge and a steep one}

Take the round values $p_1=-3$ and $p_2=-5\ \mu\mathrm{C/cm^2}$. Both polarizations point down. Their difference is
\begin{equation}
\sigma_0=-3-(-5)=+2\ \mu\mathrm{C/cm^2},
\end{equation}
or $1.25\times10^{13}$ elementary charges per $\mathrm{cm^2}$. The cell is a square of side $L=20$ nm, with $A=400\ \mathrm{nm^2}$. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the flat interface carries
\begin{equation}
Q=\frac{2\times10^{-6}\ \mathrm C}{10^{14}\ \mathrm{nm^2}}
\times400\ \mathrm{nm^2}
=8.00\times10^{-18}\ \mathrm C=49.93\,e .
\end{equation}
The number need not be whole, because bound charge comes from displacement and not from added electrons.

Let the rough interface be the ridge $h=a\cos qx$ with $q=2\pi/L=0.314\ \mathrm{nm^{-1}}$. Its largest slope is $qa$. For $a=0.5$ nm this is $0.157$, a tilt of $8.9^\circ$, and the lowest local density is
\begin{equation}
\sigma_{\min}=\frac{2}{\sqrt{1+0.157^2}}
=1.976\ \mu\mathrm{C/cm^2} .
\end{equation}
For small slopes, $\sqrt{1+h'^2}\approx1+h'^2/2$. The average of $h'^2=q^2a^2\sin^2qx$ over a period is $q^2a^2/2$, so the relative excess of true area is
\begin{equation}
\frac{A_{\rm true}}{A}-1\approx\frac{q^2a^2}{4}=0.62\,\% .
\end{equation}
Adding the lengths of 4000 straight facets per period gives $A_{\rm true}=402.5\ \mathrm{nm^2}$, an excess of $0.61\,\%$.

For $a=5$ nm, a deliberately steep case, the same sum gives $585.5\ \mathrm{nm^2}$. The largest tilt is $57.5^\circ$, and the lowest density is $1.074\ \mu\mathrm{C/cm^2}$. Adding density times true area over the facets gives $49.93\,e$ for both ridges. Using the flat density with the true area would give $50.24\,e$ for the gentle ridge and $73.09\,e$ for the steep one. The second value is $46\,\%$ above the correct total.

\subsection{A folded surface and a sloping patch}

An overhanging interface can be described by two parameters $u$ and $v$, each running from 0 to $L$. With lengths in nm, let
\begin{align}
x&=u+\frac{1.4}{q}\sin qu+1.5\sin qv,\qquad y=v,\nonumber\\
z&=3\sin qu+0.8\cos[q(x+v)] .
\end{align}
The coefficient $1.4$ exceeds 1, so $x$ runs backwards over part of the range of $u$, and the surface folds. Summing over a grid of $240\times240$ midpoints, with normals from the cross product of the tangents, gives a true area of $574.9\ \mathrm{nm^2}$. Of this, about $16\,\%$ has a normal with a downward component. The total charge is again $49.93\,e$. If the polarization difference is changed to $(0.7,-0.4,2)\ \mu\mathrm{C/cm^2}$, the total remains $49.93\,e$, because the horizontal parts are perpendicular to $\mathbf S$.

A patch with a sloping rim shows why the projection must be taken along the average normal. Let
\begin{equation}
h=0.2x+0.01xy+1.3\sin(0.4x+0.3y)
\end{equation}
over the same square, with lengths in nm and the sine's argument in radians. The rim of this patch has a projected area of $419.0\ \mathrm{nm^2}$ along its own average normal. With both polarizations along that normal, numerical integration over the rough patch gives $52.31\,e$, the charge of a flat patch of $419.0\ \mathrm{nm^2}$. The horizontal area, $400\ \mathrm{nm^2}$, would be the wrong one to use for these polarizations.

\subsection{Equal charge does not mean equal field}

The charge on a ridge sits at varying heights, and nearby fields reveal this. Assume a uniform permittivity $\varepsilon$ throughout, no mobile charge near the interface and no applied field. Assume also that the bound charges on the outer faces of the crystals are cancelled by other charge gathered there, so that only the interface produces a field. A flat sheet of density $\sigma_0$ has field $\sigma_0/(2\varepsilon)$ on each side, directed away from it if $\sigma_0>0$.

For the ridge, the charge density is $\sigma_0\,\delta(z-h)$, because the charge per projected area is uniform. To first order in the height,
\begin{equation}
\sigma_0\,\delta(z-h)\approx
\sigma_0\,\delta(z)-\sigma_0\,h\,\delta'(z) .
\end{equation}
The first term is the flat sheet. The second is a layer of dipoles, and it produces the correction $\phi_1$. Write $\phi_1=F(z)\cos qx$. Poisson's equation, $-\varepsilon\nabla^2\phi_1=-\sigma_0h\,\delta'(z)$, becomes
\begin{equation}
F''-q^2F=\frac{\sigma_0a}{\varepsilon}\,\delta'(z) .
\end{equation}
Away from $z=0$, the solutions that vanish at large distance decay as $e^{-q|z|}$. A dipole layer gives a potential that is odd in $z$, so try $F=C\,\mathrm{sgn}(z)\,e^{-q|z|}$. The jump of $2C$ at $z=0$ produces a delta function:
\begin{align}
F'&=2C\,\delta(z)-Cq\,e^{-q|z|},\\
F''&=2C\,\delta'(z)+Cq^2\,\mathrm{sgn}(z)\,e^{-q|z|}
=2C\,\delta'(z)+q^2F .
\end{align}
Comparison gives $C=\sigma_0a/(2\varepsilon)$, and therefore
\begin{equation}
\phi_1=\mathrm{sgn}(z)\,\frac{\sigma_0a}{2\varepsilon}\,
e^{-q|z|}\cos qx .
\label{eq:ripple}
\end{equation}
This holds for $qa\ll1$ and outside the corrugation. For positive $\sigma_0$, the potential is raised above a crest, where the charge is nearer. The ripple fades over the length $1/q$, which is $3.2$ nm here. Far from the interface, the field of the flat sheet remains.

Take a relative permittivity of 10. With $\sigma_0=0.02\ \mathrm{C/m^2}$ the sheet field is
\begin{equation}
\frac{\sigma_0}{2\varepsilon}
=\frac{0.02}{2\times10\times8.854\times10^{-12}}\ \mathrm{V/m}
=1.13\ \mathrm{MV/cm} .
\end{equation}
At 2 nm above the mean plane of the gentle ridge, the ripple amplitude is
\begin{equation}
1.13\times10^{8}\ \mathrm{V/m}\times0.5\times10^{-9}\ \mathrm m
\times e^{-0.628}=30.1\ \mathrm{mV} .
\end{equation}
Direct addition of the Coulomb potentials of the 4000 facets, each treated as a periodic line charge, gives $30.2$ mV for the $\cos qx$ part. The thermal voltage $k_{\rm B}T/e$ at 400 K is $34.5$ mV. In this unscreened model, a ridge that leaves the total charge unchanged still produces a potential ripple comparable with the thermal voltage.

\subsection{Polarization induced by the field}

The field of the interface charge polarizes both crystals further. Let both have the relative permittivity $\varepsilon_r$, so that the induced polarization is $\varepsilon_0(\varepsilon_r-1)\mathbf E$. Let $\rho_0$ be the bound charge density of the zero-field polarizations. The total bound charge density is
\begin{equation}
\rho_{\rm tot}=\rho_0-\varepsilon_0(\varepsilon_r-1)\nabla\cdot\mathbf E .
\end{equation}
Without free charge, Gauss's law gives $\varepsilon_0\nabla\cdot\mathbf E=\rho_{\rm tot}$. Substitution yields
\begin{equation}
\rho_{\rm tot}=\rho_0-(\varepsilon_r-1)\rho_{\rm tot}
\qquad\Rightarrow\qquad
\rho_{\rm tot}=\frac{\rho_0}{\varepsilon_r} .
\end{equation}
Every part of the charge is reduced by the same factor, so rough and flat totals remain equal. In the example, the charge per projected area falls from $2$ to $0.2\ \mu\mathrm{C/cm^2}$. Which number is wanted depends on the calculation. If $\varepsilon$ already appears in the field equation, as in equation~\eqref{eq:ripple}, the source must be the zero-field value; using $0.2$ there would count the response twice.

If the permittivities differ, this pointwise division fails, and the distribution of the induced charge along the interface depends on its shape. The total need not. For a periodic interface, let $E_1$ and $E_2$ be the vertical fields averaged over horizontal planes below and above the corrugation. Gauss's law gives $\varepsilon_0(\varepsilon_{r2}E_2-\varepsilon_{r1}E_1)=\sigma_0$, and the total bound charge per projected area is $\varepsilon_0(E_2-E_1)$. If the charge on an outer boundary is fixed, then one of the two mean fields is fixed, hence both are, and rough and flat totals still agree. If instead the voltage across the pair is fixed, the mean fields and the total can change with the shape.

\subsection{Polarization that varies near the interface}

Strain near a ridge can make the polarization of crystal 2 nonuniform. Let it change by $\delta P(x,z)$ along $z$, with $\delta P\to0$ far above. By the surface law, the interface charge per projected area changes by $-\delta P(x,h)$. There is now volume charge too, and in the column above the same point it amounts to
\begin{equation}
\int_h^\infty\left(-\frac{\partial\,\delta P}{\partial z}\right)dz
=-\left[0-\delta P(x,h)\right]=\delta P(x,h) .
\end{equation}
The two changes cancel. The theorem survives if the count extends up to where the polarization is uniform again. It can fail if only the charge on the interface itself is counted.

For an estimate, let $\delta P=b\,e^{-qz}\cos qx$. Suppose that $1\ \mu\mathrm{C/cm^2}$ of the magnitude of $p_2$ is piezoelectric, and that its ripple is this amount times the largest slope, so that $b=0.157\ \mu\mathrm{C/cm^2}$. The size of the ripple, its phase relative to the ridge and its confinement to crystal 2 are assumed, not taken from an elasticity calculation. A shift of the ripple by a quarter period makes the mean change found below vanish, and a shift by half a period reverses its sign. For small $qa$, the mean change on the interface is
\begin{align}
-\left\langle b\,e^{-qa\cos qx}\cos qx\right\rangle
&\approx-b\left\langle\cos qx-qa\cos^2qx\right\rangle\nonumber\\
&=\frac{b\,qa}{2}\approx0.012\ \mu\mathrm{C/cm^2} .
\end{align}
This is $0.6\,\%$ of $\sigma_0$, and the volume charge balances it. The local ripple $b$ is larger, about $8\,\%$ of $\sigma_0$.

\subsection{Comparison with nitride transistors}

The parameters lie in the rough regime of a nitride high-electron-mobility transistor, in which a thin aluminium gallium nitride barrier lies on gallium nitride. Interface charges of order $10^{13}$ elementary charges per $\mathrm{cm^2}$ and relative permittivities near 10 are typical there. The 5 nm ridge is far steeper than a well-grown interface of this kind and serves only to make the area effect visible. Real devices break the assumption of uniform polarization, because the barrier is an alloy and may be unevenly strained; in the strain model above, whose size and phase are assumed, the mean interface charge moves by $0.6\,\%$. They also hold mobile electrons near the interface. These do not enter the bound charge $\sigma_0$, but they alter the fields, so the sheet field and the ripple computed here are not device fields. The electrons screen the ripple, and they are degenerate: for $10^{13}$ electrons per $\mathrm{cm^2}$ in one subband and an effective mass near $0.2$ electron masses, the Fermi energy $\pi\hbar^2n/m^*$ is about $120$ meV. In a device the ripple should be compared with this energy rather than with the thermal voltage. The sheet field is about $38\,\%$ of a rough breakdown field of $3\ \mathrm{MV/cm}$, but only because the charges on the outer faces were taken as cancelled. If the outer faces carried the bare charges $-p_1$ and $+p_2$ per area and there were no mobile charge, the model fields in the two crystals would be $-p_1/\varepsilon=3.4$ and $-p_2/\varepsilon=5.6\ \mathrm{MV/cm}$. These two numbers change when both polarizations are measured from another reference, and for a real crystal they depend on how its faces are terminated. Only their difference, $\sigma_0/\varepsilon=2.26\ \mathrm{MV/cm}$, is fixed by the interface.

Two smaller effects act equally on rough and flat interfaces in this model. If both polarizations keep their magnitudes but lean together by $4^\circ$ from the average normal, the total is multiplied by $\cos4^\circ$, a loss of $0.24\,\%$ relative to the aligned case. If the polarization difference drifts with temperature by a rough $10^{-4}\ \mu\mathrm{C/cm^2}$ per kelvin, a rise of 100 K changes it by $0.01\ \mu\mathrm{C/cm^2}$, or $0.5\,\%$ of $\sigma_0$.

\subsection{A case in which the totals differ}

Suppose that crystal 2 contains vertical domains in which its polarization is reversed, and that they cover a fraction $f$ of the projected area. Here the difference $p_1-p_2$ is no longer enough, and the common reference must be chosen with care. Reversal turns $p_2$ into $-p_2$ if polarization is measured from a nonpolar structure that the reversal leaves unchanged, for example one with inversion symmetry. Values measured from another reference must be converted first. For a nitride, the round values $-3$ and $-5\ \mu\mathrm{C/cm^2}$ used above must not be inserted here: they resemble values measured from the zinc-blende structure, which the reversal does not leave unchanged. Vertical domain walls are parallel to the polarization and carry no charge. The total is then
\begin{align}
Q&=A\left[(1-f)(p_1-p_2)+f(p_1+p_2)\right]\nonumber\\
&=A\left[(p_1-p_2)+2fp_2\right] .
\end{align}
It differs from the charge of a uniformly polarized pair by $2fp_2A$, whether the interface is rough or flat. The cause is the loss of uniform polarization, which no change in the shape of the interface can imitate while the rim is held fixed.
